# Carrier freeze-out with compensation: activation energies and Hall fit: verification in Python

```python
"""Carrier freeze-out in a compensated n-type semiconductor.

Result under test: n (n + N_A) / (N_D - N_A - n) = K(T),
K = (N_c / 2) exp(-E_d / kT), with activation energy E_d for n << N_A and
E_d / 2 for N_A << n << N_D; N_D and N_A follow from a fit to Hall data.
n: band electron density, N_D: donors, N_A: acceptors (all cm^-3),
E_d: donor binding energy (meV), N_c: effective density of band states,
mu: Fermi level from the band edge (meV), s = d ln n / d ln K.
The reference densities use the Fermi-Dirac integral over the band and the
donor microstates, solved numerically for mu.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, least_squares

KB = const.k / const.e * 1e3                 # meV per kelvin
MASS_RATIO = 0.3
MASS = MASS_RATIO * const.m_e
E_D, N_DON, N_ACC = 40.0, 1e16, 1e13
NET = N_DON - N_ACC
NOISE = 0.03


def band_states(T):
    return 2e-6 * (MASS * const.k * T / (2 * np.pi * const.hbar**2))**1.5


def mass_action(T, e_d=E_D):
    return 0.5 * band_states(T) * np.exp(-e_d / (KB * T))


def density_from_k(K, net, acc):
    b = acc + K
    return 2 * K * net / (b + np.sqrt(b**2 + 4 * K * net))


def slope_formula(n, net, acc):
    return 1 / (1 + n / (n + acc) + n / (net - n))


# Reference model: integrate the density of states, energy = kT u^2
U = np.linspace(0, 8, 801)


def band_density(mu, T):
    kt = const.k * T
    dos = (2 * MASS / const.hbar**2)**1.5 * np.sqrt(kt) * U / (2 * np.pi**2)
    occupied = 1 / (np.exp(U**2 - mu / (KB * T)) + 1)
    return 1e-6 * np.sum(dos * occupied * 2 * kt * U) * (U[1] - U[0])


def reference(T, don=N_DON, acc=N_ACC):
    state_energy = np.array([0.0, -E_D, -E_D])
    state_number = np.array([0, 1, 1])

    def imbalance(mu):
        weight = np.exp((mu * state_number - state_energy) / (KB * T))
        ionized = don * weight[0] / weight.sum()
        return np.log(band_density(mu, T) + acc) - np.log(ionized)

    mu = brentq(imbalance, -500.0, 0.0, xtol=1e-12, rtol=1e-14)
    return mu, band_density(mu, T)


def reference_activation(T, don=N_DON, acc=N_ACC):
    beta = 1 / (KB * T)
    h = 1e-3 * beta
    up = reference(1 / (KB * (beta + h)), don, acc)[1]
    down = reference(1 / (KB * (beta - h)), don, acc)[1]
    return -(np.log(up) - np.log(down)) / (2 * h)


def temperature_for_k(K):
    return brentq(lambda T: np.log(mass_action(T) / K), 5.0, 2000.0)


def temperature_for_n(n):
    return temperature_for_k(n * (n + N_ACC) / (NET - n))


print(f"Mass {MASS_RATIO} m_e; E_d {E_D:.1f} meV; noise {100*NOISE:.1f} %")
print(f"N_D {N_DON:.3e} cm^-3; N_A {N_ACC:.3e} cm^-3")

# Density formula: the only allowed difference is band degeneracy
worst = 0.0
for T in np.linspace(15, 300, 20):
    n_ref = reference(T)[1]
    n_formula = density_from_k(mass_action(T), NET, N_ACC)
    error = abs(n_formula / n_ref - 1)
    assert error < 0.36 * n_ref / band_states(T) + 1e-9
    worst = max(worst, error)
print(f"Largest density error of formula, 15-300 K: {100*worst:.3f} %")

# Activation energies
T_equal = temperature_for_n(N_ACC)
T_half = temperature_for_k(N_ACC)
n_half = np.sqrt(N_ACC * N_DON) - N_ACC
assert abs(reference(T_half)[1] / n_half - 1) < 1e-3
print(f"n = N_A at {T_equal:.2f} K; K = N_A (s = 1/2) at {T_half:.2f} K")
print(f"Density at s = 1/2: {n_half:.3e} cm^-3")
print("T (K) | K (cm^-3) | n (cm^-3) | s | E_app numeric, formula (meV)")
for T in (15.0, T_equal, T_half, 100.0, 300.0):
    n = reference(T)[1]
    s = slope_formula(n, NET, N_ACC)
    numeric, formula = reference_activation(T), s * (E_D + 1.5 * KB * T)
    assert abs(numeric / formula - 1) < 5e-3
    print(f"{T:7.2f} | {mass_action(T):.3e} | {n:.3e} | {s:.4f} | "
          f"{numeric:.3f}, {formula:.3f}")
cold_energy = reference_activation(15.0) - 1.5 * KB * 15
half_energy = reference_activation(T_half) - 0.75 * KB * T_half
assert abs(cold_energy - E_D) < 0.01
assert abs(half_energy - E_D / 2) < 0.1
print(f"Energy from n T^(-3/2) at 15 K: {cold_energy:.3f} meV")
print(f"Energy from n T^(-3/4) at s = 1/2: {half_energy:.3f} meV")

# Limiting densities
n_cold = mass_action(15.0) * NET / N_ACC
n_root = np.sqrt(mass_action(T_half) * N_DON)
assert abs(n_cold / reference(15.0)[1] - 1) < 1e-4
assert abs(n_root / reference(T_half)[1] - 1) < 0.05
print(f"K M/N_A at 15 K: {n_cold:.3e} cm^-3")
print(f"sqrt(K N_D) at s = 1/2: {n_root:.3e} cm^-3")

# Fermi level with and without acceptors
T = 15.0
mu_comp, mu_pure = reference(T)[0], reference(T, acc=0.0)[0]
mu_comp_law = -E_D + KB * T * np.log(NET / (2 * N_ACC))
mu_pure_law = -E_D / 2 + KB * T / 2 * np.log(N_DON / (2 * band_states(T)))
assert abs(mu_comp - mu_comp_law) < 1e-3
assert abs(mu_pure - mu_pure_law) < 1e-3
pure_energy = reference_activation(T, acc=0.0) - 0.75 * KB * T
assert abs(pure_energy - E_D / 2) < 0.01
print(f"Fermi level at 15 K: {mu_comp:.3f} meV; N_A = 0: {mu_pure:.3f} meV")
print(f"N_A = 0, energy from n T^(-3/4) at 15 K: {pure_energy:.3f} meV")

# Drift of the slope where s = 1/2, and extent of the half-slope region
for ratio in (N_ACC / N_DON, 0.3):
    acc = ratio * N_DON
    net = N_DON - acc
    h = 0.02
    y = np.log(density_from_k(acc * np.exp(h * np.arange(-1, 2)), net, acc))
    s_mid = (y[2] - y[0]) / (2 * h)
    drift = (y[2] - 2 * y[1] + y[0]) / h**2 / s_mid
    assert abs(s_mid - 0.5) < 1e-3
    assert abs(drift / (-0.5 * np.sqrt(ratio)) - 1) < 0.01
    grid = net * np.logspace(-8, -1e-4, 40001)
    near = grid[abs(slope_formula(grid, net, acc) - 0.5) <= 0.05]
    n_mid = np.exp(y[1])
    assert (n_mid > acc) == (ratio < 0.25)
    print(f"N_A/N_D {ratio:.3f}: ds/dln n {drift:.4f}; n/N_A at s = 1/2 "
          f"{n_mid/acc:.3f}; 0.45<s<0.55 over n factor {near[-1]/near[0]:.2f}")
    if ratio < 0.25:
        window = near[0], near[-1]
print(f"Half-slope region: n {window[0]:.3e} to {window[1]:.3e} cm^-3, "
      f"T {temperature_for_n(window[0]):.1f} to "
      f"{temperature_for_n(window[1]):.1f} K")

# Synthetic Hall data from the reference model
temps = 1 / np.linspace(1 / 22, 1 / 300, 25)
true_n = np.array([reference(T)[1] for T in temps])
rng = np.random.default_rng(12)
hall = np.exp(NOISE * rng.standard_normal(25)) / (const.e * true_n)


def model_log_hall(p, T):
    factor = np.exp(p[3]) if len(p) == 4 else 1.0
    K = factor * mass_action(T, p[2])
    return -np.log(const.e * density_from_k(K, np.exp(p[0]), np.exp(p[1])))


def starting_values(hall_data):
    n = 1 / (const.e * hall_data)
    x = 1 / (KB * temps[:5])
    e_d = -np.polyfit(x, np.log(n[:5] / temps[:5]**1.5), 1)[0]
    acc = mass_action(temps[0], e_d) * n[-1] / n[0]
    return np.array([np.log(n[-1]), np.log(acc), e_d])


def fit(hall_data, free_prefactor=False):
    start = starting_values(hall_data)
    if free_prefactor:
        start = np.append(start, 0.0)
    result = least_squares(
        lambda p: model_log_hall(p, temps) - np.log(hall_data), start,
        x_scale="jac", xtol=1e-12, ftol=1e-12, gtol=1e-12, max_nfev=500)
    assert result.success
    return result


def densities(p):
    return np.exp(p[0]) + np.exp(p[1]), np.exp(p[1])


print("Hall data: T (K) | |R_H| (cm^3/C) | 1/(e |R_H|) (cm^-3)")
for i in range(0, 25, 4):
    print(f"{temps[i]:7.2f} | {hall[i]:.3e} | {1/(const.e*hall[i]):.3e}")
start = starting_values(hall)
n_hall = 1 / (const.e * hall)
pick = (n_hall > window[0]) & (n_hall < window[1])
half_line = -np.polyfit(1 / (KB * temps[pick]),
                        np.log(n_hall[pick] / temps[pick]**0.75), 1)[0]
assert abs(start[2] - E_D) < 3
assert abs(half_line - E_D / 2) < 1.5
print(f"Line through 5 coldest points: {start[2]:.2f} meV")
print(f"Line through {pick.sum()} half-slope points: {half_line:.2f} meV")
print(f"Start: M {np.exp(start[0]):.3e}, N_A {np.exp(start[1]):.3e} cm^-3")

best = fit(hall)
cov = NOISE**2 * np.linalg.inv(best.jac.T @ best.jac)
fit_don, fit_acc = densities(best.x)
grad = np.array([fit_don - fit_acc, fit_acc, 0.0])
err_don = np.sqrt(grad @ cov @ grad)
err_acc = fit_acc * np.sqrt(cov[1, 1])
err_e = np.sqrt(cov[2, 2])
assert abs(fit_don - N_DON) < 4 * err_don
assert abs(fit_acc - N_ACC) < 4 * err_acc
assert abs(best.x[2] - E_D) < 4 * err_e
rms = np.sqrt(np.mean(best.fun**2))
print(f"Fitted N_D: {fit_don:.3e} +- {err_don:.1e} cm^-3")
print(f"Fitted N_A: {fit_acc:.3e} +- {err_acc:.1e} cm^-3")
print(f"Fitted E_d: {best.x[2]:.3f} +- {err_e:.3f} meV")
print(f"Rms residual of ln|R_H|: {rms:.4f}")


# Error estimates against repeated synthetic experiments
def design_errors(T):
    p = np.array([np.log(NET), np.log(N_ACC), E_D])
    columns = []
    for step in np.diag([1e-4, 1e-4, 1e-3]):
        change = model_log_hall(p + step, T) - model_log_hall(p - step, T)
        columns.append(change / (2 * step.sum()))
    J = np.array(columns).T
    return NOISE * np.sqrt(np.diag(np.linalg.inv(J.T @ J)))


predicted = design_errors(temps)
trials = np.array([
    fit(np.exp(NOISE * rng.standard_normal(25)) / (const.e * true_n)).x
    for _ in range(200)])
scatter = trials.std(axis=0, ddof=1)
offset = trials.mean(axis=0) - np.array([np.log(NET), np.log(N_ACC), E_D])
assert np.all(abs(scatter / predicted - 1) < 0.25)
assert np.all(abs(offset) < 0.4 * predicted)
print(f"200 repeats, scatter of ln N_A: {scatter[1]:.4f}; "
      f"predicted {predicted[1]:.4f}")

# The cold points are what determines the acceptor density
warm = design_errors(1 / np.linspace(1 / 60, 1 / 300, 25))
assert warm[1] > 10 * predicted[1]
print(f"Predicted error of ln N_A, 25 points in 60-300 K: {warm[1]:.3f}")

# Noise-free data with a constant Hall factor that the fit takes as one
r_hall = 3 * np.pi / 8
ideal_n = density_from_k(mass_action(temps), NET, N_ACC)
fixed = fit(r_hall / (const.e * ideal_n))
free = fit(r_hall / (const.e * ideal_n), free_prefactor=True)
fixed_don, fixed_acc = densities(fixed.x)
free_don, free_acc = densities(free.x)
assert abs(free_don * r_hall / N_DON - 1) < 1e-4
assert abs(free_acc * r_hall / N_ACC - 1) < 1e-4
assert abs(np.exp(free.x[3]) * r_hall - 1) < 1e-3
print(f"Hall factor {r_hall:.4f} ignored, noise-free data:")
print(f" fixed prefactor: N_D {fixed_don:.3e}, N_A {fixed_acc:.3e} cm^-3, "
      f"E_d {fixed.x[2]:.2f} meV, rms {np.sqrt(np.mean(fixed.fun**2)):.4f}")
print(f" free prefactor: N_D {free_don:.3e}, N_A {free_acc:.3e} cm^-3, "
      f"E_d {free.x[2]:.2f} meV")
print("verified")
```

Output:

```
Mass 0.3 m_e; E_d 40.0 meV; noise 3.0 %
N_D 1.000e+16 cm^-3; N_A 1.000e+13 cm^-3
Largest density error of formula, 15-300 K: 0.073 %
n = N_A at 30.87 K; K = N_A (s = 1/2) at 48.80 K
Density at s = 1/2: 3.062e+14 cm^-3
T (K) | K (cm^-3) | n (cm^-3) | s | E_app numeric, formula (meV)
  15.00 | 8.381e+02 | 8.372e+05 | 1.0000 | 41.939, 41.939
  30.87 | 2.004e+10 | 1.000e+13 | 0.6662 | 29.307, 29.307
  48.80 | 1.000e+13 | 3.062e+14 | 0.5000 | 23.151, 23.154
 100.00 | 3.825e+15 | 4.551e+15 | 0.3528 | 18.667, 18.671
 300.00 | 4.388e+17 | 9.772e+15 | 0.0214 | 1.683, 1.683
Energy from n T^(-3/2) at 15 K: 40.000 meV
Energy from n T^(-3/4) at s = 1/2: 19.997 meV
K M/N_A at 15 K: 8.372e+05 cm^-3
sqrt(K N_D) at s = 1/2: 3.162e+14 cm^-3
Fermi level at 15 K: -31.968 meV; N_A = 0: -21.436 meV
N_A = 0, energy from n T^(-3/4) at 15 K: 20.000 meV
N_A/N_D 0.001: ds/dln n -0.0158; n/N_A at s = 1/2 30.623; 0.45<s<0.55 over n factor 42.34
N_A/N_D 0.300: ds/dln n -0.2739; n/N_A at s = 1/2 0.826; 0.45<s<0.55 over n factor 1.44
Half-slope region: n 4.372e+13 to 1.851e+15 cm^-3, T 36.2 to 72.9 K
Hall data: T (K) | |R_H| (cm^3/C) | 1/(e |R_H|) (cm^-3)
  22.00 | 2.228e+08 | 2.801e+10
  26.02 | 7.576e+06 | 8.239e+11
  31.83 | 4.492e+05 | 1.390e+13
  40.99 | 5.526e+04 | 1.129e+14
  57.56 | 9.079e+03 | 6.875e+14
  96.59 | 1.512e+03 | 4.128e+15
 300.00 | 6.272e+02 | 9.951e+15
Line through 5 coldest points: 38.63 meV
Line through 8 half-slope points: 19.56 meV
Start: M 9.951e+15, N_A 2.055e+13 cm^-3
Fitted N_D: 1.004e+16 +- 1.7e+14 cm^-3
Fitted N_A: 1.002e+13 +- 5.0e+11 cm^-3
Fitted E_d: 40.027 +- 0.114 meV
Rms residual of ln|R_H|: 0.0266
200 repeats, scatter of ln N_A: 0.0510; predicted 0.0498
Predicted error of ln N_A, 25 points in 60-300 K: 9.316
Hall factor 1.1781 ignored, noise-free data:
 fixed prefactor: N_D 8.260e+15, N_A 7.355e+12 cm^-3, E_d 40.57 meV, rms 0.0121
 free prefactor: N_D 8.488e+15, N_A 8.488e+12 cm^-3, E_d 40.00 meV
verified
```
